Classical Return Trajectories and the Cutoffs of Strong-Field Spectra

Q: An atom in a strong laser field emits high harmonics and fast electrons, and both spectra are said to end at multiples of one energy. Light is absorbed in quanta, so why should a classical orbit know where a spectrum ends?

A: The orbit describes only the time after the electron has left the atom. It applies when the field is strong and slow enough that the quiver motion is much larger than the atom and the field does far more work on the electron than one photon energy. Ionisation itself stays quantum mechanical; it supplies electrons at various phases of the field.

I use Hartree atomic units and a linearly polarised field

E(t) = E0 cos φ, φ = ωt.

The electron has charge −1, so the force on it is −E(t). I assume a nonrelativistic electron, a field uniform in space, and no core force between release and return. The electron is released at phase φ0 at the core, x = 0, with zero velocity. These are assumptions of the model. Of them, only the start at the core is examined below.

Q: What is the natural energy unit?

A: The mean kinetic energy of the quiver motion. A free electron oscillates with velocity −(E0/ω) sin φ, and sin² φ averages to 1/2, so

Up = (1/2)(E0/ω)²(1/2) = E0²/(4ω²).

Hence (1/2)(E0/ω)² = 2Up, a factor that recurs below.

Q: Give me the orbit.

A: Since d/dt = ω d/dφ, Newton's equation is ω dv/dφ = −E0 cos φ. With v = 0 at φ0,

v = −(E0/ω)(sin φ − sin φ0).

A second integration, from ω dx/dφ = v with x = 0 at φ0, gives

x = (E0/ω²) g(φ),
g(φ) = cos φ − cos φ0 + (φ − φ0) sin φ0.

The cosines are the quiver motion. The last term is a steady drift, present because the electron started at rest at a phase where a purely oscillating electron would be moving.

Q: Does every such electron come back?

A: No. Take releases around the crest at φ = 0; the other half-cycle is its mirror image. The slope is

g′(φ) = sin φ0 − sin φ.

For 0 < φ0 < π/2, after the crest, g falls from zero until φ = π − φ0. It then rises until φ = 2π + φ0, where it equals 2π sin φ0 > 0. It therefore crosses zero once in that rise, and this is the first return, φr:

cos φr − cos φ0 + (φr − φ0) sin φ0 = 0.

For −π/2 < φ0 < 0, before the crest, the later maxima of g lie at φ0 + 2πn, with values 2πn sin φ0 < 0. The electron never returns. Release exactly at the crest gives g = cos φ − 1, which touches zero at φ = 2π with zero velocity.

Q: How much energy can a returning electron carry?

A: At the return,

K = v²/2 = 2Up (sin φr − sin φ0)².

Both phases matter, and the return condition ties them together. Write D = φr − φ0 and differentiate that condition:

−sin φr dφr + sin φ0 dφ0 + (dφr − dφ0) sin φ0 + D cos φ0 dφ0 = 0.

The two terms in sin φ0 dφ0 cancel, leaving

dφr/dφ0 = D cos φ0/(sin φr − sin φ0).

At a maximum of K the difference sin φr − sin φ0 is stationary, so cos φr (dφr/dφ0) = cos φ0. Inserting the derivative and dividing by cos φ0, which is not zero here, gives

D cos φr = sin φr − sin φ0.

Q: You now have two transcendental equations. Must I trust a numerical root?

A: They reduce to one. The return condition says D = (cos φ0 − cos φr)/sin φ0, and the stationarity condition says D = (sin φr − sin φ0)/cos φr. Equating them and cross-multiplying,

cos φ0 cos φr − cos² φr = sin φ0 sin φr − sin² φ0.

Rearranged,

cos(φr + φ0) = cos² φr − sin² φ0 = cos(φr + φ0) cos(φr − φ0),

where the last step is a trigonometric identity. So

cos(φr + φ0)(1 − cos D) = 0.

The second factor vanishes in the allowed range only for D = 2π, which means φ0 = 0 and K = 0. Otherwise φr + φ0 is an odd multiple of π/2. The first return lies between π − φ0 and 2π + φ0, so the sum lies between π and 3π and can be 3π/2 or 5π/2. The value 5π/2 requires φ0 > π/4, but the return condition then gives D = cot φ0 − 1 < 0, which is impossible. Thus

φr = 3π/2 − φ0.

Now sin φr = −cos φ0 and cos φr = −sin φ0, and the return condition becomes

3π/2 − 2φ0 = 1 + cot φ0.

The right side minus the left starts at +∞ for φ0 → 0, falls until φ0 = π/4, where it is 2 − π, and then rises to 1 − π/2 at φ0 = π/2. Both of these values are negative, so there is one root. K vanishes at both ends of the interval, so the root is the maximum. It lies at φ0 = 17.96°, with φr = 252.04°, and

Kmax = 2Up (cos φ0 + sin φ0)² = 2Up (1 + sin 2φ0) = 3.17 Up.

With sin 35.92° = 0.587 the arithmetic is 2 × 1.587 = 3.17.

Q: And the photon?

A: If the electron drops back into its original level, of energy −Ip, at x = 0, the field contributes no potential energy there. The photon takes the kinetic energy plus the binding energy:

Ω ≤ Ip + 3.17 Up.

This is the limit for first returns. I have not derived a bound for later ones.

Q: Suppose the electron does not recombine. What reaches the detector?

A: Consider first an electron that never meets the core again. Write E = −dA/dt with A = −(E0/ω) sin φ while the amplitude is constant. Then dv/dt = −E = dA/dt, so v − A is conserved even while the pulse is switched off. If A is zero at the end, the final velocity is

v = −A(t0) = (E0/ω) sin φ0,

and the final energy is

K = 2Up sin² φ0 ≤ 2Up.

If the electron instead leaves through a spatial gradient of the field while the pulse is still on, the gradient does further work and this result no longer holds.

Q: The bound needs φ0 = 90°, where the field is zero. Who ionises there?

A: Hardly any electrons, if ionisation follows the instantaneous field. So 2 Up is a limit that the direct spectrum approaches with a vanishing supply of electrons, and no step should be expected there.

Q: How does a collision raise the final energy? An elastic collision adds none.

A: It changes the phase relation between velocity and field. Just before the collision the velocity is vr = −(E0/ω)(sin φr − sin φ0). Reverse it. From then on v − A is again conserved, so the final velocity is

v = −vr − A(tr)
= (E0/ω)(sin φr − sin φ0) + (E0/ω) sin φr
= (E0/ω)(2 sin φr − sin φ0).

The final energy is therefore

K = 2Up (2 sin φr − sin φ0)².

The extra energy comes from the field after the collision. For the fastest electrons sin φr is close to −1, so the reversed velocity and the later push have the same sign.

Stationarity now requires 2 cos φr (dφr/dφ0) = cos φ0, or, with the derivative found before,

2D cos φr = sin φr − sin φ0.

The numerical maximum lies at φ0 = 14.95° and φr = 261.67°. There sin φ0 = 0.258 and sin φr = −0.989, so

2 sin φr − sin φ0 = −2.237,
Kmax = 2 × 2.237² Up = 10.01 Up.

This is the "10 Up" limit. It assumes full reversal at the first return; a weaker deflection gives less. The final velocity is negative, so the electron leaves on the side to which it was first pulled out.

As a test of all three numbers, Newton's equation was also stepped directly for many release phases, with the velocity reversed at the first crossing of the core. The maxima were 3.17, 2.00 and 10.01 Up.

Q: I still object to the start. A tunnelling electron does not appear at the core. It appears outside the barrier.

A: The objection is sound, and its effect can be estimated. In the field the electron has potential energy Ex. If the core potential is neglected outside the atom and the field hardly changes during tunnelling, the barrier ends where Ex = −Ip:

x = −Ip/(E0 cos φ0).

Keep zero velocity there. In units of E0/ω² the start has moved by −h, with

h = Ip ω²/(E0² cos φ0) = Ip/(4Up cos φ0),

and the core is reached when g(φr) = h instead of zero. At fixed φ0 the return is delayed by

δφr = h/(sin φ0 − sin φr),

because g′ = sin φ0 − sin φr there. The change in return energy is

δK = 4Up (sin φr − sin φ0) cos φr δφr
= −4Up h cos φr
= −Ip cos φr/cos φ0.

At the photon cutoff cos φr = −sin φ0, so this is Ip tan φ0 = 0.32 Ip.

Q: The best release phase also moves. Have you forgotten that?

A: At a maximum the energy is flat in φ0, so a first-order shift of the phase changes the energy only in second order. To first order in Ip/Up,

Ωmax ≈ 3.17 Up + 1.32 Ip.

This is the maximum for releases near the crest. Close to φ0 = 90° the exit distance diverges, and the formula would give returns of up to nearly 8 Up, but there the exit formula fails and hardly any electrons are released.

The physical content is work over an extra distance. On its way in, the electron travels a further Ip/(E0 cos φ0) while the force −E0 cos φr pushes it towards the core. The product of the two is the result above.

Q: Do the same for the rescattered electron.

A: With the same δφr,

δK = 2Up · 2(2 sin φr − sin φ0) · 2 cos φr · δφr
= 2Ip (2 sin φr − sin φ0) cos φr/[cos φ0 (sin φ0 − sin φr)].

At the maximum cos φ0 = 0.966 and cos φr = −0.145, so

δK = 2Ip × (−2.237)(−0.145)/(0.966 × 1.247) = 0.54 Ip.

Both coefficients were tested against maxima recomputed with a small nonzero Ip/Up. This tests the expansion, not the picture of a sharp tunnel exit.

Q: Then show me a quantum calculation in which no trajectory has been put in.

A: Take one electron in one dimension with the soft-core potential V = −1/r, where r = √(x² + 2). Its binding energy can be found by hand. Try

ψ = (1 + r) e^(−r).

Since dr/dx = x/r, the first derivative is ψ′ = −x e^(−r). The second is

ψ″ = (−1 + x²/r) e^(−r) = (r − 1 − 2/r) e^(−r),

using x² = r² − 2. Therefore

−ψ″/2 − ψ/r = [−r/2 + 1/2 + 1/r − 1/r − 1] e^(−r) = −(1/2)ψ.

The function has no node, so it is the ground state, and Ip = 0.5 hartree.

The time-dependent Schrödinger equation was solved with a pulse that rises smoothly, stays constant briefly and falls smoothly, with A = 0 at the end. The peak field was E0 = 0.06. The harmonic spectrum was taken from the expectation value of the core force, which is the part of the electron's acceleration not due directly to the laser. The electron spectrum was taken from the outgoing wave far from the core after the pulse.

Q: A quantum spectrum has no sharp end. Where do you place the edge?

A: I smooth the spectrum over its interference fringes, fit its logarithm with two joined straight lines, and call the joint the edge. The fit runs from inside the plateau to well down the fall beyond it, and the joint may lie anywhere in that range. The range is set in units of Up: it starts at Ip + Up for harmonics and at 5 Up for electrons, and ends beyond Ip + 2.4 Up and 8 Up, where the spectrum has dropped to 10⁻⁴ of its plateau level. Another definition can shift the edge by as much as the small gaps found below, and for electrons by more, so neither the size nor the sign of such gaps has a firm meaning.

Q: Work through one case.

A: For ω = 0.04,

Up = 0.06²/(4 × 0.04²) = 0.0036/0.0064 = 0.5625 hartree.

The photon limit from a start at the core is

0.5 + 3.173 × 0.5625 = 2.285 hartree, or 62.2 eV.

The exit term adds 0.324 × 0.5 = 0.162 and gives 2.447 hartree. The quantum edge is at 2.50 hartree.

For electrons, the direct limit is 2 × 0.5625 = 1.125 hartree, or 30.6 eV. The rescattering limit is

10.008 × 0.5625 = 5.629 hartree, or 153.2 eV.

The exit term adds 0.538 × 0.5 = 0.269 and gives 5.898 hartree. The quantum edge is at 5.96 hartree.

Q: One agreement can be luck.

A: Then change Up. Keeping E0 fixed and changing ω leaves the peak field the same, while Up varies as 1/ω². In hartree, the harmonic edges are:

ω = 0.03: Up = 1.000, limit with exit term 3.84, quantum edge 3.89
ω = 0.04: Up = 0.5625, limit with exit term 2.45, quantum edge 2.50
ω = 0.05: Up = 0.360, limit with exit term 1.80, quantum edge 1.87

A straight line through the three quantum edges rises by 3.16 per unit of Up, against the classical 3.17. A constant error in placing the edge does not affect this slope. An error proportional to Up would affect it, and since the fit range itself scales with Up, such an error is not excluded.

For electrons at ω = 0.05, the limit with the exit term is 3.87 hartree and the quantum edge is 3.98. Together with the case ω = 0.04, the growth is 9.8 per unit of Up, 2% below the classical 10.01. With two points there is no check that the growth is linear. The electron edges are also less stable than the harmonic ones. A finer grid and time step lower them by 0.02 to 0.04 hartree and give a growth of 9.7. Starting the fit at 6.5 Up instead of 5 Up moves the edge at ω = 0.05 to 3.69 hartree, below the limit, and the growth to 11.1.

Q: The quantum edges all lie above your limits, even with the exit term.

A: They do. The harmonic edges lie 0.05 to 0.07 hartree above, and the electron edges 0.07 and 0.11 hartree above. Without the exit term the gaps are larger: about 0.22 hartree for harmonics, and 0.33 and 0.38 hartree for electrons. The exit term thus brings the limits closer, but an edge defined by a fit cannot by itself establish that term.

The ratio Ip/Up runs from 0.5 to 1.39 in these cases, so a first-order expansion in it is not justified in advance. Following the energy maximum for releases near the crest to the actual Ip/Up in the same exit model, however, raises the limits by only 0.005 to 0.018 hartree, so higher-order terms of this model account for little of the gaps. The exit itself is idealised: at the release phase of the photon cutoff the formula places it 8.8 bohr from the core, while the barrier of the soft-core atom ends at 5.9 bohr. The peak field 0.06 is close to the value 0.067 at which this barrier sinks below the level altogether; at the crest its top lies only 0.026 hartree above it. Nor is the field steady during tunnelling: the ratio ω√(2Ip)/E0, which would have to be small for that, runs from 0.5 to 0.83 here. The gradual fall of a quantum spectrum beyond a classical limit may also move the fitted edge. The calculation does not identify the cause of the remaining gaps.

Q: Perhaps the edges scale correctly for some other reason. How do you know that the returning electron makes the highest harmonics?

A: By stopping it. The cutoff orbit turns round at φ = π − φ0, where its distance from the core is

(E0/ω²)[2 cos φ0 − (π − 2φ0) sin φ0].

For ω = 0.03 this is about 75 bohr. With an absorber acting beyond 30 bohr, the emission just below the cutoff fell to 6 × 10⁻¹¹ of its former value. An electron that stays near the atom therefore does not produce it.

The time of emission is a separate check. The classical return at the cutoff comes 252.04/360 = 0.700 cycles after the field crest. A windowed Fourier transform of the core force at the cutoff frequency, searched over a half-cycle, peaks at 0.717 cycles.

Q: The quantum emission is late.

A: By 0.017 cycles, which is less than the width of the time window, about 0.05 cycles. The figure depends on that window: the peak moves to 0.73 cycles for a width of 0.03 cycles and to 0.70 for 0.07 cycles. It is tempting to blame the tunnel exit. For ω = 0.03, h = 0.5/(4 × 0.951) = 0.131, and at fixed release phase the return is delayed by

δφr = 0.131/1.260 = 0.104 rad = 0.017 cycles.

The match is accidental. With the exit included, the release phase of the fastest return also moves, by about 0.04 rad to later phase, and a later release returns earlier. The two shifts nearly cancel: the fastest return then comes at 0.697 cycles, slightly before the original 0.700. In this exit model, which has no core force on the way, a delay of the fastest return therefore does not explain the late peak. The exit also raises the photon limit, however, so the frequency used for the timing, 3.67 hartree, now lies below it. Among releases near the crest, two orbits then return with the required energy, at 0.65 and 0.74 cycles, and the peak need not coincide with the fastest return. At the raised limit, 3.84 hartree, the peak lies at 0.70 cycles for all three window widths, in line with the fastest return.

Q: Now the 2 Up limit. Does the electron spectrum show it?

A: The full spectrum does not end there. At ω = 0.05, 21% of the recorded electrons have more than 2 Up. The record omits slow electrons that are still within about 100 bohr, so the share among all freed electrons is smaller. To isolate the direct electrons, the calculation was repeated with the freed electron moving in the laser field alone: the ground state still supplies it, but it never feels the core again. Then 0.5% of the recorded electrons lie above 2 Up, and about 0.2% when the slow ones are counted too. The small remainder is not a contradiction, since a quantum distribution can extend beyond a classical bound.

For a comparison of shapes, both spectra were scaled to the same total below 2 Up. From 2 to 9 Up the full yield is then at least 14 times the core-ignored yield, and averaged over 6 to 9 Up it is larger by a factor of about 10⁶.

Q: The full yield passes ten times the other at 1.89 Up, below your limit. Is that not a failure?

A: No. The 2 Up limit concerns electrons that miss the core. It does not forbid deflected electrons from ending below 2 Up. The comparison shows that the core is needed for the fast electrons. It does not show how the core acts on them. What supports reversal at the return is the position of the upper edge, at 10.6 Up and 11.1 Up against 10.5 Up and 10.8 Up for the limit with the exit term.

Q: How far would you carry these results over to a real atom?

A: The positions of the limits carry over further than the yields. In one dimension the returning wave cannot spread sideways and miss the core, so the 21% should not be taken as an estimate for a real atom. The model also has one electron and therefore no response from others.

The positions depend on the assumptions made on the way: a field uniform over the excursion, an amplitude nearly constant from release to return, and a core force that matters little in between. They also need electrons to be available at the right phases. The wave beyond about 100 bohr carried a probability of 0.32 at ω = 0.04 and 0.22 at ω = 0.05. These are lower bounds on the ionisation, since slow electrons had not yet reached that distance; the ground state holds about three quarters of the probability when the amplitude reaches its peak, and after the pulse 0.46 at ω = 0.03 and 0.04 and 0.58 at ω = 0.05. It is depleted by about half but not emptied early. In a stronger or longer pulse that empties it early, few electrons would start at the peak field, and the observed edges would reflect a lower Up.

Numbers as computed

```
photon limit: birth phase 17.96 deg, return 252.04 deg
largest return energy 3.1731 Up; Newton stepping 3.1731 Up
largest direct energy, Newton stepping 2.0000 Up
rescattering: birth phase 14.95 deg, return 261.67 deg
largest rescattered energy 10.0076 Up; Newton stepping 10.0099 Up
tunnel-exit term, photon: formula 0.3241 Ip, numerical 0.3241 Ip
tunnel-exit term, electron: formula 0.5377 Ip, numerical 0.5377 Ip
soft-core ground energy -0.50001 hartree; Ip used 0.500 hartree
peak field E0 0.060 a.u.
omega 0.030 a.u.: Up 1.0000 hartree, Ip/Up 0.500
  Ip+3.17Up 3.673, with exit term 3.835, quantum edge 3.891 hartree
omega 0.040 a.u.: Up 0.5625 hartree, Ip/Up 0.889
  Ip+3.17Up 2.285, with exit term 2.447, quantum edge 2.501 hartree
  2Up 1.125, 10.01Up 5.629, with exit term 5.898, quantum edge 5.963 hartree
  probability in outgoing wave 0.3192
omega 0.050 a.u.: Up 0.3600 hartree, Ip/Up 1.389
  Ip+3.17Up 1.642, with exit term 1.804, quantum edge 1.870 hartree
  2Up 0.720, 10.01Up 3.603, with exit term 3.872, quantum edge 3.982 hartree
  probability in outgoing wave 0.2215
growth of harmonic edge with Up 3.160
growth of electron edge with Up 9.781
omega 0.04, in eV: Ip+3.17Up 62.18, 2Up 30.61, 10.01Up 153.18
omega 0.03: emission 0.717 cycles after crest, classical return 0.700 cycles
omega 0.03: cutoff excursion 75.2 bohr, absorber from 30 bohr
  top harmonics with absorber / without 5.83e-11
omega 0.05: share above 2Up, core ignored 0.0050, full 0.2101
  full / core-ignored yield, 6 to 9 Up 1.50e+06
  smallest full / core-ignored yield, 2 to 9 Up 14.8
  full yield exceeds 10 x core-ignored from 1.89 Up
```
